# Choosing the kick strength in real-time TDDFT spectra

## The form of the answer from symmetry

A real-time calculation of a polarizability gives the electrons a sudden momentum kick \(k\), records their displacement \(q(t;k)\), and divides by \(k\). If runs with \(+k\) and \(-k\) are subtracted, the result is odd in \(k\). Dividing by \(k\) makes it even. A smooth even function of \(k\) is a constant plus a term in \(k^2\) and higher even powers, so the constant is the linear response and the leading nonlinear contamination is proportional to \(k^2\). Noise in the recorded displacement whose size does not depend on the kick is also divided by \(k\), and so it contributes an error proportional to \(1/k\). The expected form is

\[
\text{error}\;\lesssim\;A k^2+\frac{B}{k}.
\]

Dimensions give a first guess at the best kick. Let \(\ell\) be the size of the molecule and \(\sigma\) the noise in \(q\). The relative contamination should be about \((k\ell)^2\). Since \(q\sim k\ell^2\) when \(\ell\) is about one bohr, the relative noise is about \(\sigma/(k\ell^2)\). The sum is smallest at \(k\sim(\sigma/2\ell^4)^{1/3}\). For \(\ell=1\) bohr and \(\sigma=2.9\times10^{-6}\) bohr, which is the rms error of rounding to five decimals, this gives \(k\sim0.011\) bohr\(^{-1}\). The guess ignores the length of the run, which enters both \(A\) and \(B\).

## Kick, response and extraction

Hartree atomic units are used. Polarizabilities are quoted in bohr\(^3\), meaning the atomic unit \(4\pi\varepsilon_0\,\text{bohr}^3\). An electron has charge \(-1\), so a field \(E(t)\) along \(z\) adds the potential energy \(+E(t)z\). Take \(E(t)=-k\,\delta(t)\). During the kick all other terms of the Kohn–Sham Hamiltonian are finite and act for zero time, so

\[
\psi_j(0^+)=e^{ikz}\psi_j(0^-).
\]

Let \(q(t;k)\) be the summed electron position along \(z\) minus its ground-state value. The induced dipole is \(-q\) and the field has the constant transform \(-k\). The two signs cancel in the ratio. With a window \(w(t)\ge0\) on \(0\le t\le T\), the extracted polarizability is

\[
\alpha_k(\omega)=\int_0^T w(t)\,e^{i\omega t}\,\frac{q(t;k)-q(t;-k)}{2k}\,dt .
\]

Assume that, for fixed \(T\), \(q\) is a smooth function of \(k\):

\[
q(t;k)=k\,q_1(t)+k^2q_2(t)+k^3q_3(t)+\dots
\]

There is no term of order zero because the ground state is stationary. A single run gives

\[
\frac{q(t;k)}{k}=q_1+k\,q_2+k^2q_3+\dots,
\]

with an error of first order in \(k\). In the half-difference the even powers cancel and the odd ones survive:

\[
\frac{q(t;k)-q(t;-k)}{2k}=q_1+k^2q_3+O(k^4).
\]

If the system has inversion symmetry, reflecting it turns a kick \(k\) into \(-k\) and \(q\) into \(-q\). Then \(q(t;-k)=-q(t;k)\), \(q_2\) vanishes, and the second run is not needed to remove the even terms. It can still lower noise that is independent between the runs, by a factor \(\sqrt2\).

## A bound on the contamination

Define the odd part \(h(k)=\tfrac12[q(t;k)-q(t;-k)]\). It satisfies \(h(0)=0\), \(h'(0)=q_1\) and \(h''(0)=0\). Taylor's theorem gives, for some \(\xi\) between 0 and \(k\),

\[
h(k)=k\,q_1+\frac{k^3}{6}h'''(\xi),\qquad
h'''(\xi)=\tfrac12\left[q'''(t;\xi)+q'''(t;-\xi)\right],
\]

where primes are derivatives with respect to \(k\). Let \(M(t)\) be the largest \(|q'''(t;\kappa)|\) for \(|\kappa|\le k\). Dividing by \(k\) and integrating with the window gives

\[
|\alpha_k(\omega)-\alpha_{\rm lin}(\omega)|\le\frac{k^2}{6}\int_0^T w(t)\,M(t)\,dt ,
\]

where \(\alpha_{\rm lin}\) is the windowed transform of \(q_1\). This holds at finite \(k\). For an estimate the leading term is more useful. Let \(\|f\|\) be the root mean square of \(|f(\omega)|\) over the frequency band of interest. Then

\[
\|\alpha_k-\alpha_{\rm lin}\|\simeq A k^2,\qquad
A=\left\|\int_0^T w\,e^{i\omega t}q_3\,dt\right\| .
\]

## Why the contamination grows with the length of the run

Consider first a Hamiltonian that stays fixed after the kick. With \(z(t)\) the Heisenberg operator, each electron contributes \(\langle e^{-ikz}z(t)e^{ikz}\rangle\). Expanding in nested commutators, the third-order coefficient is \((-i)^3/3!=i/6\), so

\[
q_3(t)=\frac{i}{6}\,\langle[z,[z,[z,z(t)]]]\rangle\quad\text{per electron}.
\]

In a finite basis this is a finite sum of oscillations at fixed energy differences, and it stays bounded in time.

In adiabatic TDDFT the potential follows the density, so the equation of motion is itself nonlinear. At third order in \(k\), products of three first-order oscillations drive the system, and one of their frequencies is \(\Omega+\Omega-\Omega=\Omega\), a resonance. For an undamped mode,

\[
\ddot u+\Omega^2u=G\sin\Omega t
\quad\text{has the solution}\quad
u=-\frac{G}{2\Omega}\,t\cos\Omega t ,
\]

as substitution confirms: \(\ddot u=G\sin\Omega t-\Omega^2u\). A response that grows linearly in time is the first sign of a shifted frequency. If a line \(s\sin\Omega t\) in \(q_1\) moves to \(\Omega+\beta k^2\), then

\[
s\sin[(\Omega+\beta k^2)t]\simeq s\sin\Omega t+k^2 s\beta\,t\cos\Omega t ,
\]

valid for \(|\beta|k^2T\ll1\). Each line that shifts in this way therefore contributes a growing part \(s\beta\,t\cos\Omega t\) to \(q_3\), with its own \(s\), \(\beta\) and \(\Omega\).

This gives an estimate of \(A\) when one line dominates. Near resonance, \(\sin\Omega t\) and \(\cos\Omega t\) each contribute a term \(e^{-i\Omega t}\) with a coefficient of modulus \(\tfrac12\). If the band, of width \(W\), contains the whole line, Parseval's theorem gives

\[
\|\alpha_{\rm lin}\|^2\simeq\frac{2\pi}{W}\,\frac{s^2}{4}\int_0^T w^2dt,\qquad
A^2\simeq\frac{2\pi}{W}\,\frac{s^2\beta^2}{4}\int_0^T t^2w^2dt .
\]

Choose \(w=1-3x^2+2x^3\) with \(x=t/T\). Its square is \(1-6x^2+4x^3+9x^4-12x^5+4x^6\). Integrating term by term,

\[
\int_0^Tw^2dt=\frac{13}{35}T,\qquad
\int_0^Tt^2w^2dt=\frac{19}{630}T^3 .
\]

The ratio of the two norms is then

\[
\frac{A k^2}{\|\alpha_{\rm lin}\|}\simeq\sqrt{\frac{19/630}{13/35}}\;|\beta|Tk^2=0.285\,|\beta|Tk^2 .
\]

The relative contamination is a little over a quarter of the phase \(|\beta|k^2T\) by which the line slips during the run. This replaces the guess \((k\ell)^2\) for long runs.

## The noise

Let each recorded value of \(q\) carry an error of zero mean and variance \(\sigma^2\), independent between samples and between the two runs. The half-difference has variance \((\sigma^2+\sigma^2)/4=\sigma^2/2\). With sampling interval \(\Delta\), the transform is a sum over samples with weights \(\Delta\,w_j e^{i\omega t_j}\). Variances of independent terms add and the phase factors have modulus one, so the rms error of \(\alpha_k\) is \(B/k\) with

\[
B=\frac{\sigma}{\sqrt2}\,\Delta\Big(\sum_jw_j^2\Big)^{1/2}
\simeq\sigma\sqrt{\frac{\Delta}{2}\int_0^Tw^2dt}.
\]

Rounding to a unit \(\delta\) spreads the error evenly over \(-\delta/2\) to \(\delta/2\), which gives \(\sigma=\delta/\sqrt{12}\).

The independence of the two runs matters. If their errors have covariance \(c\), the variance of the half-difference is \((\sigma^2-c)/2\), which vanishes for a fully shared error. An imperfect ground state is such a case. It drifts even without a kick, so that

\[
q(t;k)=D(t)+k\,[q_1(t)+e(t)]+\dots
\]

A single run inherits the error \(D/k\). In the half-difference \(D\) cancels, and the altered linear response \(e(t)\) leaves an error independent of \(k\). Time-step and basis errors in \(q_1\) are likewise independent of \(k\). No choice of kick removes them, and they are not part of \(A\) or \(B\).

## The best kick and the allowed interval

The triangle inequality for the rms norm gives, at leading order, a total error of at most \(f(k)=Ak^2+B/k\). Setting \(f'(k)=2Ak-B/k^2=0\) gives

\[
k_*=\left(\frac{B}{2A}\right)^{1/3}.
\]

This is a minimum because \(f''=2A+2B/k^3>0\). Substituting \(B=2Ak_*^3\),

\[
f(k_*)=Ak_*^2+2Ak_*^2=3Ak_*^2 .
\]

At the best kick the contamination is half the noise. For a tolerance \(\tau>3Ak_*^2\), the condition \(f(k)\le\tau\) holds between the two positive roots of \(Ak^3-\tau k+B=0\). When \(\tau\) is much larger than \(3Ak_*^2\), one term dominates at each end:

\[
\frac{B}{\tau}\lesssim k\lesssim\sqrt{\frac{\tau}{A}} .
\]

For a single dominant line \(A\propto T^{3/2}\) and \(B\propto T^{1/2}\), so \(k_*\propto T^{-1/3}\): longer runs call for weaker kicks.

## Comparison: H₂ in a static field

The example is H₂ with a chosen bond length of 1.4 bohr, treated with exchange-only adiabatic LDA in the axially symmetric functions of the cc-pVTZ basis. This leaves out correlation, nuclear motion and a true continuum. The occupied orbital lies at \(-0.333\) hartree, so the main line found below, at 0.444 hartree, lies above minus the occupied orbital energy, where the continuum of adiabatic linear response begins in a complete basis. (The total-energy difference between cation and neutral molecule with the same functional is larger, about 0.53 hartree without the field.) A finite basis replaces the continuum by discrete undamped lines, and without diffuse functions one line carries this strength. With the axial functions of aug-cc-pVTZ it splits into several lines and \(A\) grows by a factor of about 2.7, and further diffuse functions raise it again. The numbers below therefore belong to this basis. A static field of 0.02 a.u. along the bond breaks inversion symmetry and makes \(q_2\) nonzero. The kick was applied as the exponential of the basis matrix of \(ikz\); projecting \(e^{ikz}\psi\) onto the basis instead raises \(A\) by about 4%. The orbital was propagated by the fourth-order Runge–Kutta method with step 0.05 up to \(T=100\), and \(q\) was sampled every \(\Delta=0.2\). The band runs from 0.2 to 1.2 hartree, so \(W=1\) hartree.

The table lists band-rms errors in bohr\(^3\). The even part is the additional nonlinear error of a single run. The rounding column comes from rounding \(q\) to \(\delta=10^{-5}\) bohr, averaged over 60 random coordinate origins. The total is the error of the combined, rounded runs relative to \(\alpha_{\rm lin}\).

| \(k\) (bohr\(^{-1}\)) | even part | \(k^2\) part | rounding | total |
|---|---|---|---|---|
| 0.0005 | 0.0057 | 0.000027 | 0.0115 | 0.0115 |
| 0.001 | 0.0113 | 0.00011 | 0.0058 | 0.0058 |
| 0.002 | 0.0226 | 0.00043 | 0.0029 | 0.0029 |
| 0.004 | 0.0453 | 0.0017 | 0.0016 | 0.0023 |
| 0.008 | 0.0905 | 0.0069 | 0.00078 | 0.0070 |
| 0.016 | 0.181 | 0.0277 | 0.00034 | 0.0277 |
| 0.032 | 0.361 | 0.111 | 0.00020 | 0.111 |

The linear limit was found from the two smallest kicks by eliminating their \(k^2\) term, so the \(k^2\) law in the first two rows is built in. In the other rows it is a result. The even part doubles with each doubling of \(k\), and the contamination of the combined runs quadruples.

**Contamination.** The value at \(k=0.004\) gives \(A=0.001732/0.004^2=108\) bohr\(^5\). The estimate needs \(s\) and \(\beta\). The Casida equation gives the main line at 0.444 hartree with \(s=2.98\) bohr\(^2\). The peak of \(\operatorname{Im}\alpha_k\) moves by \(1.625\times10^{-4}\) hartree at \(k=0.032\), so \(\beta=1.625\times10^{-4}/0.032^2=0.159\) in atomic units. At half the kick the shift is four times smaller, as a \(k^2\) law requires. Then

\[
A\simeq s\beta\sqrt{\frac{\pi}{2W}\,\frac{19}{630}\,T^3}=2.98\times0.159\times218\simeq103\ \text{bohr}^5 ,
\]

within about 5% of the computed value. The closeness should not be overrated: this \(\beta\) is read from a windowed peak at finite \(T\) and also absorbs bounded parts of \(q_3\) near the line. Fitting the coefficient of \(t\cos\Omega t\) over a run four times longer gives \(\beta\approx0.14\) and an estimate of about 92 bohr\(^5\). Either way, the slipping phase of one line accounts for most of the contamination. In time, the rms of \(q_3\) is 5.3 times larger in the last quarter of the run than in the first. A pure \(t\cos\Omega t\) over the same quarters would give 6.4, so \(q_3\) also has other parts. With the Hamiltonian frozen, the rms of \(q_3\) between \(9T\) and \(10T\) is 1.03 times that between 0 and \(T\): there is no comparable growth.

**Noise.** With \(\sigma=10^{-5}/\sqrt{12}=2.89\times10^{-6}\) bohr,

\[
B=2.89\times10^{-6}\sqrt{\frac{0.2}{2}\times\frac{13}{35}\times100}=5.56\times10^{-6}\ \text{bohr}^2 .
\]

The rounding column follows \(B/k\) to within 18%; the largest deviation is at \(k=0.032\). At \(k=0.0005\) and 0.001 the rounding column lies 3% and 5% above \(B/k\), and the total exceeds \(Ak^2+B/k\) by about 3%, so with this \(B\) the bound holds only as accurately as the model of independent rounding errors. A different noise source, storing the orbitals in single precision at each step, gives errors of 0.0094, 0.0017 and 0.00063 bohr\(^3\) at \(k=0.0005\), 0.002 and 0.008. Their products with \(k\) scatter between \(3.4\times10^{-6}\) and \(5.0\times10^{-6}\) bohr\(^2\) while \(k\) changes by a factor of 16. These three kicks are consistent with a rough \(1/k\) law, and the values depend on how the propagation is implemented.

**Shared drift.** Mixing the lowest empty orbital into the ground state with amplitude \(10^{-3}\) changes the single-run result by 13.6 bohr\(^3\) at \(k=0.002\) and 3.4 bohr\(^3\) at \(k=0.008\), which is the \(1/k\) law. The combined result changes by 0.017 bohr\(^3\) at both kicks.

**Best kick.** From \(A\) and \(B\),

\[
k_*=\left(\frac{5.56\times10^{-6}}{2\times108}\right)^{1/3}=0.0030\ \text{bohr}^{-1}=0.056\ \text{nm}^{-1},
\]

with an error bound \(3Ak_*^2=0.0028\) bohr\(^3\). Among the kicks in the table the total is smallest at 0.004, the next value above \(k_*\). The total there, 0.0023, lies below \(f(0.004)=0.0031\) because noise of zero mean adds to the contamination in quadrature. Minimizing \(A^2k^4+B^2/k^2\) instead gives \(k^6=B^2/(2A^2)\), or \(k=2^{1/6}k_*=0.0033\) bohr\(^{-1}\), so the choice of criterion matters little.

The dimensional guess of 0.011 was too large by a factor of 3.8. The band rms of \(\alpha_{\rm lin}\) is 23.0 bohr\(^3\), so the relative contamination is \(4.7k^2\) rather than \(k^2\) (with \(k\) in bohr\(^{-1}\)), and the relative noise \(B/(k\|\alpha_{\rm lin}\|)\) is 12 times smaller than the guess \(\sigma/(k\ell^2)\). For one dominant line the formulas above give \(B/\|\alpha_{\rm lin}\|\simeq(\sigma/s)\sqrt{\Delta W/\pi}\). A factor of 3.0 arises because the response amplitude is \(s=2.98\) bohr\(^2\) rather than \(\ell^2=1\) bohr\(^2\), and a factor \(\sqrt{\pi/(\Delta W)}=4.0\) comes from summing over the samples and combining the two runs. The cube root of \(4.7\times12\) is 3.8.

**Allowed interval.** A tolerance of 1% of the band rms is \(\tau=0.23\) bohr\(^3\), and the cubic gives \(2.4\times10^{-5}<k<0.046\) bohr\(^{-1}\). Both ends lie outside the range of kicks that were run. The lower end is a long extrapolation: there \(q\) changes by at most about one rounding unit between samples, so the independence of the rounding errors assumed in \(B\) is no longer assured. The upper end extrapolates the \(k^2\) law modestly, with a phase slip \(\beta k^2T\) of only 0.03. Within the range that was run, the combined result meets the 1% tolerance at every kick. At the kicks on either side of \(k_*\), 0.002 and 0.004 bohr\(^{-1}\), its deviation from the linear response of the same basis and functional is about 0.01% of the band rms.
